# Callaway Conductivity from Momentum Conservation, with Its Two Limits: verification in Python

```python
# Callaway thermal conductivity of an isotropic Debye phonon gas.
# Result under test:
#   kappa = P * ( <1/(a+r)> + <a/(a+r)>^2 / <a r/(a+r)> )
#   a = rate of normal (momentum-conserving) processes, r = resistive rate,
#   <f> = integral of x^4 e^x/(e^x-1)^2 f dx,  x = hbar*omega/(k*T),
#   P = k (kT/hbar)^3 / (2 pi^2 c),  c = common speed of three branches.
# Independent road: the angle-resolved linear Boltzmann equation is solved for
# all occupations and the drift velocity, with momentum conservation as a row.
import numpy as np
from scipy.constants import k as kB, hbar
from scipy.integrate import quad

c = 5000.0            # sound speed, m/s
T = 20.0              # temperature, K
theta = 400.0         # Debye temperature, K
length = 1e-3         # boundary length, m
A = 1e-45             # point-defect coefficient, s^3
b = 1e-18             # normal-process coefficient, s
gradient = 100.0      # temperature gradient, K/m
omega_T = kB * T / hbar
x_max = theta / T
P = kB * omega_T**3 / (2 * np.pi**2 * c)


def boundary(w):
    return c / length + 0 * w


def defect(w):
    return A * w**4


def resistive(w):
    return boundary(w) + defect(w)


def normal(w):
    return b * w**2


# Composite Gauss grid for the averages, refined towards zero frequency
edges = np.concatenate([[0.0], np.geomspace(1e-6, x_max, 40)])
g, gw = np.polynomial.legendre.leggauss(20)
half = np.diff(edges)[:, None] / 2
x = (edges[:-1, None] + half * (1 + g)).ravel()
weight = (half * gw).ravel() * x**4 * np.exp(x) / np.expm1(x)**2
omega = x * omega_T


def avg(f):
    return float(np.sum(weight * f))


def callaway(a, r):
    """First term, second term (W/m/K) and drift time beta (s)."""
    beta = avg(a / (a + r)) / avg(a * r / (a + r))
    return P * avg(1 / (a + r)), P * beta * avg(a / (a + r)), beta


def solve_boltzmann(normal_rate, resistive_rate, drift=True):
    """Solve for occupations and drift; return kappa, drift velocity,
    and the relative net energy of the deviation."""
    gx, wx = np.polynomial.legendre.leggauss(80)
    gm, wm = np.polynomial.legendre.leggauss(6)
    xs, mu = np.meshgrid(x_max * (1 + gx) / 2, gm, indexing="ij")
    cell = np.outer(wx * x_max / 2, wm).ravel()
    xs, mu = xs.ravel(), mu.ravel()
    w = xs * omega_T
    q = w / c
    a, r = normal_rate(w), resistive_rate(w)
    step = 1e-20      # complex-step derivatives of the Planck function
    dn_dU = np.imag(1 / np.expm1(xs * (1 - 1j * step * mu))) / step
    dn_dT = np.imag(1 / np.expm1(hbar * w / (kB * (T + 1j * step)))) / step
    size = len(w)
    M = np.zeros((size + 1, size + 1))
    M[range(size), range(size)] = a + r
    M[:size, size] = -a * dn_dU
    momentum = cell * xs**3 * mu * a      # q^2 dq times momentum q*mu
    M[size, :size] = -momentum
    M[size, size] = np.sum(momentum * dn_dU)
    rhs = np.append(-c * mu * gradient * dn_dT, 0.0)
    if drift:
        solution = np.linalg.solve(M, rhs)
        dn, U = solution[:size], solution[size]
    else:
        dn, U = np.linalg.solve(M[:size, :size], rhs[:size]), 0.0
    volume = 3 * 2 * np.pi / (2 * np.pi)**3 * cell * q**2 * omega_T / c
    flux = np.sum(volume * hbar * w * c * mu * dn)
    energy = volume * hbar * w * dn
    return -flux / gradient, U * c, abs(energy.sum()) / abs(energy).sum()


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


def scaled(s):
    return lambda w: s * normal(w)


a1, r1 = normal(omega), resistive(omega)
one = avg(1.0)
kappa_R = P * avg(1 / r1)
kappa_Z = P * one**2 / avg(r1)

# Both terms and the drift velocity against the Boltzmann solution
scan = []
for s in (1e-3, 1e-2, 0.1, 1.0, 10.0, 100.0, 1000.0):
    first, second, beta = callaway(s * a1, r1)
    direct, u, energy_error = solve_boltzmann(scaled(s), resistive)
    assert close(first + second, direct, 1e-6)
    assert close(-beta * c**2 * gradient / T, u, 1e-6)
    assert energy_error < 1e-9
    assert kappa_Z < direct < kappa_R
    scan.append((s, first, second, direct))
assert all(p[3] > n[3] for p, n in zip(scan, scan[1:]))
k1, k2, beta = callaway(a1, r1)
direct, u, _ = solve_boltzmann(normal, resistive)
no_drift = solve_boltzmann(normal, resistive, drift=False)[0]
assert close(k1, no_drift, 1e-6)

# Slope of kappa with the strength of normal processes
phi = (1 + a1 * beta) / (a1 + r1)
slope = -P * (avg(a1 * phi**2) - avg(a1 * phi)**2 / avg(a1))
h = 0.01
slope_direct = (solve_boltzmann(scaled(1 + h), resistive)[0]
                - solve_boltzmann(scaled(1 - h), resistive)[0]) / (2 * h)
assert close(slope, slope_direct, 1e-3)

# First correction for weak normal scattering
loss_first = P * avg(a1 / r1**2)
loss_true = loss_first - P * avg(a1 / r1)**2 / avg(a1)
s_weak = 1e-4
loss_direct = (kappa_R - solve_boltzmann(scaled(s_weak), resistive)[0]) / s_weak
assert close(loss_true, loss_direct, 1e-2)

# First correction for strong normal scattering
gain = P * avg((1 - r1 * one / avg(r1))**2 / a1)
gain_ratio = []
for s, tolerance in ((1e4, 2e-2), (1e6, 3e-3)):
    total = sum(callaway(s * a1, r1)[:2])
    gain_ratio.append((total - kappa_Z) * s / gain)
    assert close(gain_ratio[-1], 1.0, tolerance)

# A frequency-independent resistive rate: normal processes have no effect
flat = solve_boltzmann(normal, boundary)[0]
flat_no_drift = solve_boltzmann(normal, boundary, drift=False)[0]
flat_formula = P * one * length / c
assert close(flat, flat_formula, 1e-6)
assert flat_no_drift < 0.9 * flat

# Resistivities add for strong normal scattering
W_both, W_bound, W_defect = [1 / solve_boltzmann(scaled(1e4), f)[0]
                             for f in (resistive, boundary, defect)]
assert close(W_both, W_bound + W_defect, 2e-3)
# Without normal processes the total exceeds the sum (omega^2 second channel)
r_b = boundary(omega)
assert 1 / avg(1 / (r_b + a1)) > 1 / avg(1 / r_b) + 1 / avg(1 / a1)
# Defects alone: the integral grows as the inverse of its lower cutoff
tail = [quad(lambda y: np.exp(y) / np.expm1(y)**2, lo, x_max,
             points=[0.01, 0.1, 1.0], limit=200)[0] for lo in (1e-3, 2e-3)]
assert close(tail[0] / tail[1], 2.0, 1e-2)
defect_only = solve_boltzmann(normal, defect)[0]
assert close(defect_only, sum(callaway(a1, defect(omega))[:2]), 1e-5)

print(f"sound speed = {c:.0f} m/s, temperature = {T:.0f} K")
print(f"Debye temperature = {theta:.0f} K, cutoff x_D = {x_max:.0f}")
print(f"boundary length = {length:.0e} m, rate = {c/length:.3e} 1/s")
print(f"defect coefficient A = {A:.0e} s^3, normal b = {b:.0e} s")
print(f"thermal frequency kT/hbar = {omega_T:.4e} 1/s")
print(f"defect rate at x=1: {defect(omega_T):.4e} 1/s")
print(f"normal rate at x=1 (s=1): {normal(omega_T):.4e} 1/s")
print(f"prefactor P = {P:.4e} W/(m K s)")
print(f"<1> = {one:.4f}")
print(f"<1/r> = {avg(1/r1):.4e} s, <r> = {avg(r1):.4e} 1/s")
print("Full example, s = 1:")
print(f"<1/(a+r)> = {avg(1/(a1+r1)):.4e} s")
print(f"<a/(a+r)> = {avg(a1/(a1+r1)):.4f}")
print(f"<a r/(a+r)> = {avg(a1*r1/(a1+r1)):.4e} 1/s")
print(f"drift time beta = {beta:.4e} s")
print(f"gradient = {gradient:.0f} K/m, drift velocity = {u:.4f} m/s")
print(f"first term = {k1:.2f} W/(m K)")
print(f"second term = {k2:.2f} W/(m K)")
print(f"sum of terms = {k1+k2:.2f} W/(m K)")
print(f"Boltzmann solution = {direct:.2f} W/(m K)")
print(f"Boltzmann solution with u=0 = {no_drift:.2f} W/(m K)")
print(f"slope d kappa/ds at s=1: {slope:.2f} W/(m K)")
print(f"slope by differences: {slope_direct:.2f} W/(m K)")
print(f"resistive limit P<1/r> = {kappa_R:.2f} W/(m K)")
print(f"Ziman limit P<1>^2/<r> = {kappa_Z:.2f} W/(m K)")
print("s, first term, second term, Boltzmann kappa in W/(m K):")
for s, first, second, total in scan:
    print(f"  {s:8.3f} {first:10.3f} {second:10.3f} {total:10.3f}")
print(f"weak-N loss per s, first term alone = {loss_first:.1f} W/(m K)")
print(f"weak-N loss per s, both terms = {loss_true:.1f} W/(m K)")
print(f"weak-N loss per s, Boltzmann s=1e-4: {loss_direct:.1f} W/(m K)")
print(f"strong-N gain times s = {gain:.2f} W/(m K)")
print(f"gain ratio to formula, s=1e4: {gain_ratio[0]:.5f}")
print(f"gain ratio to formula, s=1e6: {gain_ratio[1]:.5f}")
print(f"boundary only, s=1: kappa = {flat:.2f} W/(m K)")
print(f"boundary only, s=1, u=0: kappa = {flat_no_drift:.2f} W/(m K)")
print(f"defects only, s=1: kappa = {defect_only:.2f} W/(m K)")
print(f"resistivity s=1e4, boundary only = {W_bound:.5e} m K/W")
print(f"resistivity s=1e4, defects only = {W_defect:.5e} m K/W")
print(f"resistivity s=1e4, sum of the two = {W_bound+W_defect:.5e} m K/W")
print(f"resistivity s=1e4, both present = {W_both:.5e} m K/W")
print(f"resistivity without N, both present = {1/kappa_R:.5e} m K/W")
print("success")
```

Running it gives:

```
sound speed = 5000 m/s, temperature = 20 K
Debye temperature = 400 K, cutoff x_D = 20
boundary length = 1e-03 m, rate = 5.000e+06 1/s
defect coefficient A = 1e-45 s^3, normal b = 1e-18 s
thermal frequency kT/hbar = 2.6184e+12 1/s
defect rate at x=1: 4.7005e+04 1/s
normal rate at x=1 (s=1): 6.8561e+06 1/s
prefactor P = 2.5113e+09 W/(m K s)
<1> = 25.9754
<1/r> = 1.6815e-06 s, <r> = 2.0289e+09 1/s
Full example, s = 1:
<1/(a+r)> = 3.0798e-07 s
<a/(a+r)> = 20.7471
<a r/(a+r)> = 1.3324e+09 1/s
drift time beta = 1.5572e-08 s
gradient = 100 K/m, drift velocity = -1.9465 m/s
first term = 773.44 W/(m K)
second term = 811.31 W/(m K)
sum of terms = 1584.75 W/(m K)
Boltzmann solution = 1584.75 W/(m K)
Boltzmann solution with u=0 = 773.44 W/(m K)
slope d kappa/ds at s=1: -536.46 W/(m K)
slope by differences: -536.49 W/(m K)
resistive limit P<1/r> = 4222.71 W/(m K)
Ziman limit P<1>^2/<r> = 835.13 W/(m K)
s, first term, second term, Boltzmann kappa in W/(m K):
     0.001   4200.447      7.508   4207.955
     0.010   4011.156     70.424   4081.580
     0.100   2801.844    430.132   3231.976
     1.000    773.436    811.313   1584.748
    10.000    105.582    837.582    943.165
   100.000     11.566    835.422    846.988
  1000.000      1.190    835.159    836.348
weak-N loss per s, first term alone = 22397.9 W/(m K)
weak-N loss per s, both terms = 14834.4 W/(m K)
weak-N loss per s, Boltzmann s=1e-4: 14826.8 W/(m K)
strong-N gain times s = 1230.16 W/(m K)
gain ratio to formula, s=1e4: 0.99649
gain ratio to formula, s=1e6: 0.99965
boundary only, s=1: kappa = 13046.27 W/(m K)
boundary only, s=1, u=0: kappa = 822.39 W/(m K)
defects only, s=1: kappa = 2144.87 W/(m K)
resistivity s=1e4, boundary only = 7.66503e-05 m K/W
resistivity s=1e4, defects only = 1.12059e-03 m K/W
resistivity s=1e4, sum of the two = 1.19724e-03 m K/W
resistivity s=1e4, both present = 1.19724e-03 m K/W
resistivity without N, both present = 2.36815e-04 m K/W
success
```
